# Inverse-Square-Root Approach to Jamming of Randomly Adsorbed Hard Disks

## Result and model

Disks of diameter $\sigma$ arrive at uniformly random points of a plane, with $k$ attempts per unit area and time. An attempt that would overlap an earlier disk is rejected; an accepted disk neither moves nor desorbs. This is an idealized model of steric saturation, in which only the room left on the surface limits deposition. Its limits for real adsorbates are given at the end. Let $\rho(t)$ be the number of disks per unit area, $\rho_J$ its final (jamming) value, and $\tau=kt$ the exposure in attempts per unit area. At late times

$$\rho_J-\rho\simeq\frac{C}{\sqrt{\tau}},\qquad C=\frac{\sqrt\pi}{2}\int dS\,\frac{n(0,S)}{\sqrt S}. \tag{1}$$

Here $n(h,S)$ is the density of small free openings per unit surface area, per unit linear size $h$ and per unit shape factor $S$; an opening has area $Sh^2$. The formulas hold in any consistent units, atomic units included.

The cause is that small openings are hit rarely and so tend to fill last. This is a statement about probabilities, not a strict order. Small areas alone do not fix the exponent either: what matters is that the density of linear sizes stays finite and nonzero as $h\to0$. For disks this is supported below by a geometric argument and a simulation, not by a rigorous proof. On a line it can be derived.

## First case: rods on a line

Let rods of length $\sigma$ arrive on a line, with $k$ now counted per unit length. A gap of length $g>\sigma$ offers a length $g-\sigma$ for the new rod's position. Let $G(g,\tau)$ be the density of gaps per unit line length and unit $g$. For $g>\sigma$,

$$\frac{\partial G}{\partial\tau}=-(g-\sigma)G+2\int_{g+\sigma}^{\infty}G(g',\tau)\,dg'.$$

The loss is a hit on the gap. The gain comes from larger gaps, which can leave a gap $g$ on either side of the new rod, hence the factor 2. Try $G=\tau^2F(\tau)e^{-(g-\sigma)\tau}$. The left side is

$$\left[2\tau F+\tau^2F'-(g-\sigma)\tau^2F\right]e^{-(g-\sigma)\tau},$$

and the gain is $2\tau F e^{-\sigma\tau}e^{-(g-\sigma)\tau}$. The loss terms cancel, leaving

$$\frac{F'}{F}=-\frac{2(1-e^{-\sigma\tau})}{\tau},\qquad F=\exp\left[-2\int_0^{\sigma\tau}\frac{1-e^{-u}}{u}du\right].$$

The choice $F(0)=1$ is the dilute limit, where rods of density $\tau$ are independent and $G\simeq\tau^2e^{-\tau g}$. At large $\tau$ the integral is $\ln(\sigma\tau)$ plus a constant, so $\tau^2F$ tends to a nonzero constant $K$.

With $h=g-\sigma$, the late gap density is $Ke^{-h\tau}$, finite at $h=0$. A gap with $h<\sigma$ takes one rod, and larger ones are exponentially rare. The number of rods still to come per unit length is therefore

$$\int_0^\infty Ke^{-h\tau}dh=\frac K\tau .$$

Each gap decays exponentially, but the sum over gaps does not.

## From length to area

In the plane, call a connected region available to new disk centres a target. An isolated target of area $a$ is hit at rate $ka$. If one hit closes it, it survives with probability $e^{-a\tau}$.

Suppose first that all targets have one shape, $a=Sh^2$, and that their size density behaves as $n_p h^p$ with $p>-1$. The number left is

$$\int_0^\infty n_p h^p e^{-Sh^2\tau}dh=\frac{n_p}{2}\,\Gamma\!\left(\frac{p+1}{2}\right)(S\tau)^{-(p+1)/2}, \tag{2}$$

by the substitution $u=Sh^2\tau$. A finite density of linear sizes, $p=0$, gives $\frac{n_0}{2}\sqrt{\pi/(S\tau)}$. A finite density of areas would mean $p=1$, because $da=2Sh\,dh$, and would give $1/\tau$. If instead all targets had one area $a_0$, as when a lattice sets a smallest target, the decay would be $e^{-a_0\tau}$.

The density need not be constant away from zero. For $n=n_0(1+bh)$ the extra term is $n_0b/(2S\tau)$, and its ratio to the leading term is

$$\frac{b}{\sqrt{\pi S\tau}}. \tag{3}$$

A quadrature with $n\propto e^{-h/0.1}$, $S=5.6713$ and $\tau=10^7$ in reduced units gives 0.99925 of the leading form. Equation (3) with $b=-10$ gives $1-0.00075$, the same value.

## Shape and area of a small target

A new centre must be at least $\sigma$ from every old centre, so each disk carries an exclusion circle of radius $\sigma$. Inside a bounded target the distance to the nearest old centre has a maximum. There, the nearest centres cannot all lie on one side, since moving away from them would increase the distance. Generically three centres surround the point at equal distance $R$. The point is the circumcentre of an acute triangle, and

$$h=R-\sigma>0 .$$

A fourth circle touching the same small region requires a second coincidence. The side opposite angle $\alpha$ has length $2R\sin\alpha$; the target is closed there if this is below $2\sigma$. A target much smaller than $\sigma$ takes one disk, because any two points in it are closer than $\sigma$.

For small $h$, replace each arc by its tangent line at distance $h$ from the circumcentre. The directions to two neighbouring centres differ by twice the triangle angle at the third centre, say $2\gamma$. The two tangent lines meet on the bisector and form two right triangles, each with legs $h$ and $h\tan\gamma$. Together these have area $h^2\tan\gamma$. Adding the three corners gives

$$a\simeq h^2(\tan\alpha+\tan\beta+\tan\gamma)=Sh^2,\qquad S=\tan\alpha\tan\beta\tan\gamma .$$

The sum equals the product because $\alpha+\beta=\pi-\gamma$ implies

$$-\tan\gamma=\frac{\tan\alpha+\tan\beta}{1-\tan\alpha\tan\beta}.$$

The equilateral limit gives $S=3\sqrt3$, the area of an equilateral triangle of inradius 1, as it should.

The arcs bend away from the circumcentre by $x^2/(2\sigma)$ at distance $x$ along the tangent. Each length $h\tan\alpha_i$ occurs on two tangents, so the extra area is

$$\delta a\simeq2\sum_i\int_0^{h\tan\alpha_i}\frac{x^2}{2\sigma}dx=\frac{h^3}{3\sigma}\sum_i\tan^3\alpha_i. \tag{4}$$

For angles of 50, 60 and 70 degrees, quadrature of the true region gives $a/(Sh^2)=1.01707$ at $h=0.01\sigma$ and $1.00163$ at $h=0.001\sigma$. The excess falls about tenfold with $h$. At the smaller size it is 1.0048 times the prediction of (4).

## Why the size density should be finite

The condition $h=0$ is one smooth condition on the positions of three centres. Moving one centre slightly turns a barely closed triangle, $h<0$, into a barely open one. When the last of the three disks lands, its possible positions form a continuous region, and nothing in the earlier deposition singles out $h=0$. Afterwards an open triangle is lost to direct hits by the factor $e^{-Sh^2\tau}$, which tends to 1 as $h\to0$ at fixed $\tau$. Hence $n(h,S)$ should be continuous through zero. The assumption is that this limiting density also settles to a nonzero value at late times.

The argument has a useful consequence: $C$ can be estimated from positions alone, by counting triangles near $h=0$ with weight $S^{-1/2}$. The count must be made at late times and carried to zero window width, because the weighted density changes steeply with $h$.

## All shapes together

At late times the remaining targets are sparse. Two neighbouring targets can compete, since a disk in one may cover the other, but both must then be small. Each smallness condition contributes a factor of order $\tau^{-1/2}$, so such pairs have density of order $1/\tau$, below the leading $\tau^{-1/2}$. Each isolated target will contribute one disk, hence

$$\rho_J-\rho\simeq\int dS\int_0^\infty dh\,n(0,S)e^{-Sh^2\tau}
=\int dS\,n(0,S)\,\frac12\sqrt{\frac{\pi}{S\tau}},$$

which is (1). If all targets have one shape, it reduces to (2) with $p=0$.

Nearly right-angled triangles need care. Let $c=\cos\alpha\to0$. Then $\tan\alpha\simeq1/c$ and $\tan\beta\tan\gamma\to1$, so $S\simeq1/c$. With $\sigma=1$, equation (4) gives $\delta a\simeq h^3/(3c^3)$. To first order this changes the number of survivors at given $c$ by

$$-\tau\int_0^\infty\frac{h^3}{3c^3}e^{-h^2\tau/c}dh
=-\frac{\tau}{3c^3}\,\frac{c^2}{2\tau^2}=-\frac{1}{6c\tau}$$

per unit size density. The expansion fails when $\delta a/a\simeq h/(3c^2)$ is of order one at the typical size $h\sim\sqrt{c/\tau}$, that is at $c\sim\tau^{-1/3}$. The factor $1/c$ alone would give a logarithm on integration over $c$, but such triangles are rare at late times. At $h=0$ the long side has half-length $\sqrt{1-c^2}$, so the exclusion circles of its two ends cross at distance $c$ on either side of its midpoint. One crossing is the circumcentre. Beyond the other there is free room unless a fourth disk covers that crossing. This disk must leave the circumcentre uncovered, so its centre lies within 1 of one crossing but not of the other. That is a strip of width at most $2c$. The density of these triangles per unit $c$ should therefore fall in proportion to $c$, which cancels the $1/c$. This is a scaling argument, and the simulation below does not test it. If it holds, the integral over $c$ stays finite, and

$$\delta(\rho_J-\rho)=O(1/\tau). \tag{5}$$

Relative to the leading law this is of order $1/\sqrt\tau$, the same order as the effect of competition. The extra area lowers the deficit at finite times.

## What "smallest last" means

The available fraction of the surface is $\Phi=d\rho/d\tau$. Differentiating (1) gives $\Phi\simeq C/(2\tau^{3/2})$. Dividing by the density of remaining targets gives their mean area:

$$\bar a=\frac{\Phi}{\rho_J-\rho}\simeq\frac{1}{2\tau}. \tag{6}$$

The amplitude and the mixture of shapes cancel.

For fixed $S$, $dh\propto a^{-1/2}da$. The surviving areas therefore have density proportional to $a^{-1/2}e^{-a\tau}$, whatever the shapes. For two survivors, the probability that target 1 fills first is

$$\int_0^\infty a_1e^{-(a_1+a_2)s}ds=\frac{a_1}{a_1+a_2},$$

with $s$ the further exposure. Put $a_i=z_i^2$. Then $a_i^{-1/2}da_i=2\,dz_i$, and the joint density is proportional to $e^{-(z_1^2+z_2^2)\tau}$. The polar angle $\varphi$ in the $(z_1,z_2)$ plane is uniform, so the larger target fills first with probability

$$\left\langle\max(\cos^2\varphi,\sin^2\varphi)\right\rangle
=\frac12+\frac12\langle|\cos2\varphi|\rangle=\frac12+\frac1\pi\simeq0.818 .$$

The smaller of two survivors thus fills last in about four cases out of five.

## A layer grown to jamming

Take $\sigma=5$ Å and $k=1$ attempt per Å$^2$ per second. These are round model parameters, and no energy enters. Because $k=1$ in these units, $\tau$ in Å$^{-2}$ has the same numerical value as $t$ in seconds. A periodic square of side 1555.6 Å was filled until no further disk fitted. It holds 67331 disks: a density of 0.02782 Å$^{-2}$ and a coverage $\pi\sigma^2\rho_J/4=0.546$. Tests confirm that no disks overlap and that no room for another remains.

The disks still to come number 6495 at 1 s, 3444 at 4 s, 1797 at 16 s and 916 at 64 s. Fourfold exposure should halve them. The successive ratios are 0.530, 0.522 and 0.510.

The exponent can be read from individual arrivals. If the fraction arriving after $t$ is $(t/t_0)^{-q}$, then $\ln(t/t_0)$ is exponentially distributed with mean $1/q$. The arrivals after 16 s give $q=0.485\pm0.011$, where the error is the counting error. This is 1.3 standard errors below one half and far from the value 1 that a finite density of areas would give.

The free area per disk still to come, which is the $\bar a$ of (6), is 0.00736 Å$^2$ at 64 s, while (6) predicts $1/(2\times64)=0.00781$ Å$^2$. The product $\tau\bar a$ is 0.471 instead of 0.5. For the density $a^{-1/2}e^{-a\tau}$ one has $\langle a\rangle=1/(2\tau)$ and $\langle a^2\rangle=3/(4\tau^2)$, so the standard deviation of $a$ is $\sqrt2$ times its mean. With 916 targets the expected scatter of $\tau\bar a$ is $0.5\sqrt{2/916}=0.023$, comparable with the difference. Shared instead among the 959 connected targets counted below, the free area is 0.00703 Å$^2$ per target and the product with $\tau$ is 0.450; the two definitions agree only once competition has died out.

At 64 s there are 959 connected targets for the 916 disks still to come. The 5% excess is consistent with some targets being lost to competition. It was counted at one time only, so it does not test the claim that this loss falls as $1/\sqrt\tau$. No target received two disks. For 837 isolated three-disk targets followed to their filling, the mean of $k\times$ area $\times$ waiting time is 0.988; an exponential law with rate $ka$ predicts 1. The larger of two fills first in a fraction 0.822 of pairs, against the predicted 0.818. The median area is 0.01219 Å$^2$ in the quarter filled first and 0.000157 Å$^2$ in the quarter filled last, a ratio of about 78. The area law above gives about 63, with a scatter of about 14 either way for this many targets. These are direct tests of the causal part of the result.

## The amplitude and its uncertainty

Define a running amplitude $C(t)=(\rho_J-\rho)\sqrt{kt}$. In units of $\sigma^{-3}$ it rises through 0.3355, 0.3558, 0.3713 and 0.3785 at the four times. If its correction were proportional to $1/\sqrt t$, the values at 4 s and 16 s would extrapolate to

$$2(0.3713)-0.3558=0.3868,$$

with a counting error of 0.0138.

The geometric estimate uses the 2226 acute triangles with $|h|<0.008\sigma$ at 16 s. They give $n(0)\sigma^3=1.44$, summed over shapes, and $C\sigma^3=0.458$. Triangles of the jammed layer with $-0.01\sigma<h<0$ give 0.437. These values lie 18% and 13% above the extrapolated kinetics. The tests allow 20% and 25%, so they confirm the size of the amplitude, not its precise value. For the two-sided estimate the gap is several times the counting error.

The extrapolation removes a correction of relative order $1/\sqrt t$, but not smaller ones. The geometric counts have errors of their own: the triangles counted at 16 s include some that competition will still remove, and both windows have a finite width. Both effects raise the geometric value, and each is of order 10%. Roughly a tenth of the closed triangles present at 16 s are destroyed by later disks. In a jammed layer the weighted count grows by some 15 to 25% between $h=0$ and $h=-0.01\sigma$, so the one-sided window overshoots by about half of that. Biases of this size, together with statistical scatter, can account for the gap, but the values quoted above are not corrected for them.

Within the model, the slow approach shows in the time needed to come within 1% of the jamming density. The allowed deficit is $0.01\times0.02782=2.782\times10^{-4}$ Å$^{-2}$. The two-sided geometric amplitude is $0.4576/5^3=3.661\times10^{-3}$ Å$^{-3}$, so

$$t=\left(\frac{3.661\times10^{-3}}{2.782\times10^{-4}}\right)^2\ \mathrm{s}\simeq173\ \mathrm{s}.$$

The simulated layer reaches this deficit at 128 s. The time depends on the square of the amplitude, so an amplitude 16% too high for this stage makes the time 36% too long. The extrapolated kinetic amplitude gives 124 s, but it comes from the same layer and is not an independent prediction. The numerical output lists the values used here.

## Where the law stops

The law describes an unbounded continuous surface. In a finite layer of area $A$ the expected number of remaining disks is $CA/\sqrt\tau$. Once this is of order one, the last few targets decide what happens in a given layer, and the chance that its smallest target is still open falls exponentially. An average over many such layers still follows the power law. Discrete adsorption sites give an exponential even in the average, once the smallest possible target area dominates. Surface diffusion or desorption can reopen or merge targets, so the assumption of a fixed set of isolated openings fails. If the arrival rate varies but arrivals stay uniform in space, $\tau=\int k\,dt$ replaces $kt$, and (1) holds in terms of exposure.

Size sets a further limit. In the 5 Å example the mean target area at 64 s is about 0.007 Å$^2$, and an equilateral opening of that area has $h\simeq0.04$ Å. Thermal motion of surface atoms is comparable or larger, and real molecules are not rigid disks. The example therefore illustrates the mathematics of the model and does not predict the saturation time of a molecular layer. The law is better suited to much larger, nearly rigid particles that stay where they land.

## Numbers as computed

```
disk diameter sigma = 5.0 angstrom
attempt rate k = 1.0 per angstrom^2 per s
time unit 1/(k sigma^2) = 0.040 s
periodic box side = 1555.6 angstrom
disks at jamming = 67331 (number)
jamming coverage = 0.5463 (dimensionless)
jamming density = 0.02782 per angstrom^2
test shape factor S (50,60,70 deg) = 5.6713 (dimensionless)
area/(S h^2) at h/sigma=0.01: 1.01707 (dimensionless)
area/(S h^2) at h/sigma=0.001: 1.00163 (dimensionless)
arc correction/leading term at 0.001: 1.0048
late-time integral/leading form = 0.99925 (dimensionless)
t = 1 s: disks still to come 6495, density deficit 2.684e-03 per angstrom^2
   C(t) sigma^3 = 0.3355, k t * mean target area = 0.4604 (dimensionless)
   mean target area = 0.46042 angstrom^2
t = 4 s: disks still to come 3444, density deficit 1.423e-03 per angstrom^2
   C(t) sigma^3 = 0.3558, k t * mean target area = 0.4764 (dimensionless)
   mean target area = 0.11910 angstrom^2
t = 16 s: disks still to come 1797, density deficit 7.426e-04 per angstrom^2
   C(t) sigma^3 = 0.3713, k t * mean target area = 0.4755 (dimensionless)
   mean target area = 0.02972 angstrom^2
t = 64 s: disks still to come 916, density deficit 3.785e-04 per angstrom^2
   C(t) sigma^3 = 0.3785, k t * mean target area = 0.4708 (dimensionless)
   mean target area = 0.00736 angstrom^2
late-time exponent = 0.4849 +- 0.0114
triangles in two-sided window = 2226 (number)
target size density n(0) sigma^3 = 1.4372 (dimensionless)
C sigma^3, two-sided geometry = 0.4576 (dimensionless)
C sigma^3, jammed geometry = 0.4367 (dimensionless)
C sigma^3, extrapolated kinetics = 0.3868 +- 0.0138 (counting error)
C, two-sided geometry = 3.661e-03 per angstrom^3
connected targets at 64 s = 959 (number)
targets / disks still to come = 1.0469
distinct filled targets / late disks = 1.0000
isolated three-disk targets followed = 837 (number)
mean of k * area * waiting time = 0.9884 (dimensionless)
larger of two targets fills first: simulated 0.8220
larger of two targets fills first: theory 0.8183
median area, first-filled quarter = 0.01219 angstrom^2
median area, last-filled quarter = 0.000157 angstrom^2
time to 1 percent deficit, leading law = 173.1 s
time to 1 percent deficit, simulation = 127.7 s
```
